# Choosing Ewald cutoffs for a target force error at N^(3/2) cost

## The result

Consider $N$ point charges $q_i$ in a neutral cubic cell of edge $L$ and volume $V=L^3$, repeated periodically. Write $k_e=1/(4\pi\varepsilon_0)$ and $Q=\sum_i q_i^2$. Let $t_r$ be the time for one real-space pair term and $t_k$ the time for one particle–wavevector term. For a target rms force error $\varepsilon$, choose in this order

$$\alpha=\sqrt{\pi}\left(\frac{t_rN}{t_kV^2}\right)^{1/6},\qquad
\Lambda=\frac{4k_eQ}{\varepsilon}\sqrt{\frac{\alpha}{NV}},\qquad
s=\tfrac12\sqrt{W(4\Lambda^4)},$$

$$r_c=\frac{s}{\alpha},\qquad k_c=2\alpha s ,$$

where $W$ is the Lambert function, defined by $W(y)e^{W(y)}=y$. The cost is then

$$C=\frac{4}{3\sqrt\pi}\,s^3\sqrt{t_rt_k}\;N^{3/2},$$

which is the minimum over $\alpha$ at fixed $s$.

The error estimates behind this choice assume uncorrelated positions and a cell edge $L$ well above $2r_c$, and they are leading order in large $s$. The cost assumes that the neighbour search takes a time proportional to the number of pair terms and is included in $t_r$, that the reciprocal sum is done directly without a fast Fourier transform, and that wavevectors may be counted by volume. At fixed $\varepsilon$ and fixed density $s$ falls slowly with $N$, so the cost then grows slightly more slowly than $N^{3/2}$.

## Two charges by hand

Take two charges, $q_1$ and $q_2=-q_1$, with separation $\mathbf r=\mathbf r_1-\mathbf r_2$. The Ewald method splits the Coulomb potential:

$$\frac1r=\frac{\operatorname{erfc}(\alpha r)}{r}+\frac{\operatorname{erf}(\alpha r)}{r}.$$

The first part is short-ranged. Its force on charge 1, minus the radial derivative, has the radial component $k_eq_1q_2\,g(r)$, negative (attractive) for opposite charges, with

$$g(r)=\frac{\operatorname{erfc}(\alpha r)}{r^2}+\frac{2\alpha}{\sqrt\pi}\frac{e^{-\alpha^2r^2}}{r}.$$

The second part is the potential of a unit Gaussian charge of density $(\alpha^3/\pi^{3/2})e^{-\alpha^2r^2}$. The Fourier transform of this density is $e^{-k^2/4\alpha^2}$, and Poisson's equation multiplies it by $4\pi/k^2$. Summed over all periodic images, the second part is therefore

$$\frac{4\pi}{V}\sum_{\mathbf k\neq0}\frac{e^{-k^2/4\alpha^2}}{k^2}\cos(\mathbf k\cdot\mathbf r).$$

The $\mathbf k=0$ term is dropped: the cell is neutral, and a conducting medium is assumed to surround the periodic system, so that no macroscopic field remains. Minus the gradient turns $\cos(\mathbf k\cdot\mathbf r)$ into $+\mathbf k\sin(\mathbf k\cdot\mathbf r)$. A charge feels no net force from its own images, because they come in opposite pairs.

Now keep only $r\le r_c$ and $k\le k_c$. The omitted forces on charge 1 are

$$\mathbf f_r=k_eq_1q_2\sum_{\mathbf n:\,|\mathbf r+\mathbf nL|>r_c} g(|\mathbf r+\mathbf nL|)\,\frac{\mathbf r+\mathbf nL}{|\mathbf r+\mathbf nL|},$$

$$\mathbf f_k=k_eq_1q_2\frac{4\pi}{V}\sum_{k>k_c}\frac{\mathbf k}{k^2}e^{-k^2/4\alpha^2}\sin(\mathbf k\cdot\mathbf r).$$

Average their squares over $\mathbf r$, uniform in the cell.

**Real space.** Squaring the image sum gives diagonal terms and products of two different images. In such a product the distances satisfy $r'+r''\ge L$, so its exponential is at most $e^{-\alpha^2L^2/2}$. The diagonal terms are of order $e^{-2\alpha^2r_c^2}$. The products are thus exponentially smaller when $L$ is well above $2r_c$, and they are neglected. The diagonal terms from all images join into one integral over all space:

$$\langle f_r^2\rangle=\frac{k_e^2q_1^2q_2^2}{V}\int_{r_c}^\infty4\pi r^2g(r)^2\,dr .$$

For large $x=\alpha r$, $\operatorname{erfc}x\approx e^{-x^2}/(\sqrt\pi x)$. The first term of $g$ is then smaller than the second by $1/(2x^2)$, so $g\approx(2\alpha/\sqrt\pi)e^{-\alpha^2r^2}/r$. Integration by parts gives the leading Gaussian tail

$$\int_a^\infty e^{-bx^2}dx\approx\frac{e^{-ba^2}}{2ba}.$$

With $b=2\alpha^2$ and $a=r_c$,

$$\int_{r_c}^\infty4\pi r^2g^2dr\approx16\alpha^2\int_{r_c}^\infty e^{-2\alpha^2r^2}dr\approx16\alpha^2\,\frac{e^{-2\alpha^2r_c^2}}{4\alpha^2r_c}=\frac{4}{r_c}e^{-2\alpha^2r_c^2}.$$

**Reciprocal space.** Plane waves are orthogonal over the cell:

$$\langle\sin(\mathbf k\cdot\mathbf r)\sin(\mathbf k'\cdot\mathbf r)\rangle=\tfrac12(\delta_{\mathbf k,\mathbf k'}-\delta_{\mathbf k,-\mathbf k'}).$$

For $\mathbf k'=-\mathbf k$ the product $\mathbf k\cdot\mathbf k'=-k^2$ supplies a second minus sign. The two halves add, and

$$\langle f_k^2\rangle=k_e^2q_1^2q_2^2\left(\frac{4\pi}{V}\right)^2\sum_{k>k_c}\frac{e^{-k^2/2\alpha^2}}{k^2}.$$

There are $V/(8\pi^3)$ wavevectors per unit volume of $k$-space. Replacing the sum by an integral gives the prefactor $(16\pi^2/V^2)(V/8\pi^3)(4\pi)=8/V$. The same tail formula with $b=1/(2\alpha^2)$ then gives

$$\langle f_k^2\rangle\approx k_e^2q_1^2q_2^2\,\frac8V\int_{k_c}^\infty e^{-k^2/2\alpha^2}dk\approx k_e^2q_1^2q_2^2\,\frac{8\alpha^2}{Vk_c}e^{-k_c^2/2\alpha^2}.$$

**Balance.** Put $r_c=s/\alpha$ and $k_c=2\alpha s$. Both exponentials become $e^{-2s^2}$. The prefactors are $4/(Vr_c)=4\alpha/(Vs)$ and $8\alpha^2/(Vk_c)=4\alpha/(Vs)$. One number $s$ therefore gives equal errors in the two sums, at leading order and for any $\alpha$.

## From two charges to N

The omitted force on charge $i$ is $\sum_{j\ne i}\mathbf f_{ij}$. Its mean square contains products $\langle\mathbf f_{ij}\cdot\mathbf f_{il}\rangle$. For $j\neq l$ the positions are independent, so this is the product of two averages, and each average vanishes because $\mathbf f_{ij}$ is odd in the separation. What remains is the two-charge result summed over $j$. Replacing $\sum_{j\ne i}q_j^2$ by $Q$ changes the variance by a relative amount $1/N$ for equal magnitudes. Averaging over $i$ then replaces $q_i^2$ by $Q/N$. The rms errors per particle are

$$\delta_r=\frac{2k_eQ}{\sqrt{NVr_c}}e^{-\alpha^2r_c^2},\qquad
\delta_k=k_eQ\alpha\sqrt{\frac{8}{NVk_c}}\,e^{-k_c^2/4\alpha^2},$$

and with the common $s$

$$\delta_r=\delta_k=2k_eQ\sqrt{\frac{\alpha}{NVs}}\;e^{-s^2}.$$

The two errors arise from the same positions and may be correlated, so adding their squares is not justified. The triangle inequality for rms values holds in any case: the total is at most $\delta_r+\delta_k$. Give each part $\varepsilon/2$:

$$2k_eQ\sqrt{\frac{\alpha}{NVs}}\,e^{-s^2}=\frac\varepsilon2
\quad\Longrightarrow\quad \sqrt s\,e^{s^2}=\Lambda .$$

The fourth power, multiplied by 4, is $4s^2e^{4s^2}=4\Lambda^4$. By the definition of $W$, $4s^2=W(4\Lambda^4)$, which is the stated $s$.

## The cheapest α

Each pair is computed once, so there are $\tfrac12N\,(N/V)(4\pi/3)r_c^3$ pair terms. The vectors $\mathbf k$ and $-\mathbf k$ carry the same information, so half the cutoff sphere suffices: $\tfrac12(V/8\pi^3)(4\pi/3)k_c^3=Vk_c^3/(12\pi^2)$ vectors, each visited by $N$ particles. Inserting the cutoffs, with $k_c^3=8\alpha^3s^3$,

$$C_r=t_r\frac{2\pi}{3}\frac{N^2s^3}{\alpha^3V},\qquad
C_k=t_k\frac{2}{3\pi^2}NV\alpha^3s^3 .$$

Their product is independent of $\alpha$:

$$C_rC_k=\frac{4}{9\pi}\,t_rt_kN^3s^6 .$$

Since $C_r+C_k=(\sqrt{C_r}-\sqrt{C_k})^2+2\sqrt{C_rC_k}$, the sum is least when $C_r=C_k$, and its value is then $2\sqrt{C_rC_k}$, the cost stated at the start. Setting $C_r=C_k$ gives

$$\alpha^6=\frac{2\pi}{3}\cdot\frac{3\pi^2}{2}\cdot\frac{t_rN}{t_kV^2}=\pi^3\frac{t_rN}{t_kV^2}.$$

At fixed density $\alpha\propto N^{-1/6}$. The real cutoff grows as $N^{1/6}$ and the number of neighbours as $N^{1/2}$. The number of wavevectors, proportional to $V\alpha^3$, also grows as $N^{1/2}$. Each particle thus does work of order $N^{1/2}$ in both sums.

If $\alpha$ is instead held at $x$ times its optimum, then at fixed $s$ one cost is multiplied by $x^3$ and the other by $x^{-3}$, so the total grows by $\tfrac12(x^3+x^{-3})$. An $\alpha$ kept from a smaller cell of equal density has $x^3\propto N^{1/2}$, and the cost tends to $N^2$.

**Minimum-image limit.** The formula for $\alpha$ gives $\alpha L=\sqrt\pi\,(t_rN/t_k)^{1/6}$. A code that uses only the nearest image needs $r_c=s/\alpha\le L/2$, that is $\alpha L\ge2s$, or

$$N\ge\frac{t_k}{t_r}\left(\frac{2s}{\sqrt\pi}\right)^6 .$$

For smaller cells, either further images must be included or $\alpha$ must be raised above its optimum. Near and beyond this limit the products of two images dropped in the real-space estimate are no longer exponentially smaller than the diagonal terms, so $\delta_r$ should then be checked directly.

## What a fixed error does to the exponent

At fixed density $Q\propto N$ and $V\propto N$, so $\Lambda\propto\sqrt\alpha\propto N^{-1/12}$ for fixed $\varepsilon$. Differentiate $\ln\Lambda=s^2+\tfrac12\ln s$:

$$\left(2s^2+\tfrac12\right)d\ln s=-\tfrac1{12}\,d\ln N
\quad\Longrightarrow\quad
\frac{d\ln s}{d\ln N}=-\frac{1}{6(4s^2+1)} .$$

Because $C\propto s^3N^{3/2}$,

$$\frac{d\ln C}{d\ln N}=\frac32-\frac{1}{2(4s^2+1)} .$$

Keeping $s$ fixed instead gives the power $3/2$ and an estimated error that falls as $N^{-1/12}$. A value of $s$ that meets the target at one size therefore meets it at larger sizes, within these estimates, and $N^{3/2}$ is an upper bound on the growth. The exponent formula itself holds while $s$ is large enough for the tail expansions.

The optimum in $\alpha$ also moves slightly when $s$ is tied to the error. At fixed $N$, $\Lambda\propto\sqrt\alpha$ gives $d\ln s/d\ln\alpha=u$ with $u=1/(4s^2+1)$. Setting the derivative of $C_r+C_k$ with respect to $\ln\alpha$ to zero,

$$3u(C_r+C_k)-3C_r+3C_k=0\quad\Longrightarrow\quad\frac{C_k}{C_r}=\frac{1-u}{1+u}.$$

Since $C_k/C_r\propto\alpha^6$, the optimal $\alpha$ is lower by a factor of about $1-u/3$.

## A cell of 512 charges

Take $N=512$ charges $\pm e$ at density $0.05$ Å$^{-3}$, $t_r/t_k=3$ and $\varepsilon=10^{-3}$ eV/Å ($1.602\times10^{-12}$ N). These are round model values. The volume is $512/0.05=10240$ Å$^3$ and $L=21.715$ Å. Then

$$\alpha=\sqrt\pi\left(\frac{3\times512}{10240^2}\right)^{1/6}=0.2773\ \text{Å}^{-1}.$$

With $Q=Ne^2$ and $k_ee^2=14.3996$ eV Å,

$$\Lambda=\frac{4\times14.3996}{10^{-3}}\sqrt{0.05\times0.2773}\approx6.78\times10^3,$$

which gives $s=2.880$. As a check, $s^2+\tfrac12\ln s=8.293+0.529=8.822$, the logarithm of $\Lambda$. The cutoffs are $r_c=2.880/0.2773=10.39$ Å and $k_c=2\times0.2773\times2.880=1.597$ Å$^{-1}$. The ratio $r_c/L=0.478$ is just inside the minimum-image limit, which at this $s$ requires $N>392$.

There are on average 60083 pair terms, costing $3\times60083\approx1.80\times10^5\,t_k$. The half-sphere holds 369 wavevectors, costing $512\times369\approx1.89\times10^5\,t_k$. The small imbalance comes from counting lattice points instead of volume.

The omitted forces were measured in eight random configurations. All errors below are in units of $10^{-4}$ eV/Å.

| Part | Estimate | Before leading-order steps | Measured |
|---|---|---|---|
| real | 5.00 | 5.20 (full integral) | 4.98 |
| reciprocal | 5.00 | 3.37 (discrete sum) | 3.35 |
| total | at most 10 | – | 5.39 |

The closeness of 5.00 and 4.98 in the real part is an accident of this example. The full integral lies 4% above the leading form, and the measured value lies 4% below the full integral. Here $L$ is only slightly above $2r_c$, so the neglected products of two images are not negligible: their exponential factor can reach $e^{-\alpha^2L^2/2}/e^{-2s^2}=e^{-18.13+16.59}\approx0.21$ of that of the diagonal terms. This ratio bounds only the exponentials and is not the relative change of the error. The two images in such a product lie on opposite sides of the charge, their forces are nearly opposite, and the product is negative, which acts to lower the error.

The reciprocal error lies well below its estimate because the wavevectors form discrete shells. Write $\mathbf k=2\pi\mathbf n/L$. The cutoff is at $|\mathbf n|=5.519$, so $n^2\approx30.5$. The next integer, 31, is not a sum of three squares, and $32=16+16+0$ supplies only 12 vectors. The integral assumes about $2\pi|\mathbf n|\approx35$ vectors per unit of $n^2$. At other cutoffs the deviation can have the opposite sign: for this $\alpha$ and $L$, a scan of the cutoff $n^2$ from 20.125 to 100 in steps of 0.25 gave ratios of the discrete-sum error to the leading-order estimate between 0.61 and 1.44. The extremes lie at the shell edges, and a finer scan widens the range to 0.59–1.49. In a small cell it is therefore sensible to evaluate the discrete sum for $\langle f_k^2\rangle$ after choosing $k_c$, and to raise $k_c$ if needed.

The measured correlation coefficient of the two errors is $-0.21$. Here it lowers the total, but the recipe does not rely on its sign.

A numerical search over $\alpha$ and unequal error shares, using the full tail integrals, found an optimal $\alpha$ of 0.990 times the recipe value, in line with $1-u/3$. Its cost is 1.0018 times the recipe cost. The search can come out dearer because it must satisfy the full integrals, while the recipe satisfies their leading forms.

**Correlated charges.** The vanishing of the cross terms required independent positions, which ions in a crystal do not have. For one rock-salt arrangement of the same 512 charges, with Gaussian random displacements whose standard deviation is a tenth of the spacing per axis, the real error is $6.6$, the reciprocal error $1.5$ and the total $6.3$, in the same units. Other random displacements give $6.5$–$6.8$, $1.6$–$1.8$ and $6.2$–$6.5$. The total meets the target, but the real part exceeds its share of $5$ by about 30%. For ordered systems the estimates are a starting point, to be checked against a converged calculation.

## Growth with N

For larger cells at the same density and target, neighbours and wavevectors were counted explicitly, with cutoffs from the full tail integrals, and the cost was minimized over $\alpha$.

| $N$ | $s$ | $r_c$ (Å) | counted cost ($t_k$) | formula ($t_k$) |
|---|---|---|---|---|
| 2000 | 2.861 | 12.95 | $2.69\times10^6$ | $2.73\times10^6$ |
| 8000 | 2.841 | 16.20 | $2.11\times10^7$ | $2.14\times10^7$ |
| 32000 | 2.821 | 20.27 | $1.675\times10^8$ | $1.675\times10^8$ |
| 128000 | 2.801 | 25.36 | $1.311\times10^9$ | $1.312\times10^9$ |

The columns $s$ and $r_c$ are those of the recipe. The counts give a fitted exponent of 1.489, and the drift formula gives 1.485 near $N=10^4$. The counted costs lie 1.4% below the formula at the smallest size and 0.1% below it at the largest, which raises the fitted slope slightly. These entries shift by a few tenths of a per cent with the sampling of neighbours and the grid in $\alpha$. The minimization also favours values of $\alpha$ that put $k_c$ just below a populated shell, where the discrete reciprocal error exceeds its share $\varepsilon/2$, here by up to about 15%. If $k_c$ is instead chosen so that the discrete sum meets its share, the costs lie within 0.6% of the formula and the fitted exponent is 1.487.

Keeping the $\alpha$ of $N=2000$ at $N=128000$ gives $x^3=\sqrt{64}=8$. The optimal-$\alpha$ calculation may use the smaller $s$ of the large cell, whereas the old $\alpha$ needs the old $s$, because at fixed density $\Lambda$ depends on $N$ through $\alpha$ alone. The predicted penalty is

$$\tfrac12\left(8+\tfrac18\right)\left(\frac{2.8606}{2.8012}\right)^3\approx4.33,$$

and the explicit counts also give 4.33. The numerical check further compares the Ewald forces with a direct sum over a ball of cells, allowing for the surface force $-(4\pi k_e/3V)\,q_i\sum_jq_j\mathbf r_j$ that such a sum contains and conducting surroundings remove, and the truncated forces with converged ones at another $\alpha$.

## Computed results

```
e^2/(4 pi eps0) = 14.3996 eV angstrom
number of charges N = 512, density = 0.05 per cubic angstrom
time ratio t_r/t_k = 3.0
target rms force error = 1.0e-03 eV/angstrom
target in SI = 1.602e-12 N
cell edge L = 21.715 angstrom
alpha = 0.2773 1/angstrom, alpha*L = 6.021
s = 2.8798, exp(-s^2) = 2.502e-04
real cutoff rc = 10.387 angstrom, rc/L = 0.478
reciprocal cutoff kc = 1.5968 1/angstrom
kc*L/(2 pi) = 5.519
smallest N for rc <= L/2 at this s = 392
mean number of pair terms = 60083
wavevectors in half space (counted) = 369
particle-wavevector terms (counted) = 188928
smooth total cost = 3.6050e+05 t_k
rms force errors, random charges, eV/angstrom:
  real: estimate 5.000e-04, full integral 5.198e-04, measured 4.982e-04
  reciprocal: estimate 5.000e-04, discrete sum 3.374e-04, measured 3.350e-04
  total measured 5.388e-04
correlation of the two errors = -0.210
discrete/integral reciprocal error: min 0.61, max 1.44
mean squared discrete/integral ratio = 0.979
rock-salt spacing = 2.714 angstrom, displacement per axis = 0.271 angstrom
rock-salt errors: real 6.557e-04, reciprocal 1.535e-04, total 6.349e-04 eV/angstrom
direct-sum check, relative deviation = 4.1e-07
complete-force check, relative deviation = 1.7e-06
free optimum: cost/recipe cost = 1.0018, alpha/recipe alpha = 0.9903
N = 2000: L 34.20 angstrom, alpha 0.2209 1/angstrom, s 2.8606
  rc 12.95 angstrom, kc 1.2640 1/angstrom, cost counted 2.689e+06 t_k, formula 2.728e+06 t_k
N = 8000: L 54.29 angstrom, alpha 0.1753 1/angstrom, s 2.8409
  rc 16.20 angstrom, kc 0.9963 1/angstrom, cost counted 2.112e+07 t_k, formula 2.138e+07 t_k
N = 32000: L 86.18 angstrom, alpha 0.1392 1/angstrom, s 2.8211
  rc 20.27 angstrom, kc 0.7853 1/angstrom, cost counted 1.675e+08 t_k, formula 1.675e+08 t_k
N = 128000: L 136.80 angstrom, alpha 0.1105 1/angstrom, s 2.8012
  rc 25.36 angstrom, kc 0.6189 1/angstrom, cost counted 1.311e+09 t_k, formula 1.312e+09 t_k
cost exponent from counts = 1.4887
local exponent near N = 10000: full tails 1.4850, formula 1.4849
cost penalty at N = 128000 with alpha of N = 2000: counted 4.329, formula 4.326
```
